# Why oxygen-mediated j_eff = 1/2 hopping vanishes across a 90-degree bond

## What symmetry allows

Place one Kramers doublet on each of two identical metal ions. The hopping from ion 2 to ion 1 is a $2\times2$ matrix $h$ in pseudospin. Time reversal requires $\sigma_y h^*\sigma_y=h$, and since $\sigma_y\sigma_c^*\sigma_y=-\sigma_c$, this leaves

$$h=h_0+i\,\mathbf h\cdot\boldsymbol\sigma ,\qquad h_0,\ \mathbf h\ \text{real}.$$

If the midpoint of the bond is an inversion centre, exchanging the ions changes nothing, because d orbitals are even and inversion does not act on spin. The hopping from 1 to 2, which is $h^\dagger$, then equals $h$, and $\mathbf h=0$. One real number $h_0$ remains.

For $j_{\rm eff}=1/2$ states more can be said. Let the hopping between the three t2g orbitals be a real, spin-independent matrix $M_{ab}$, with $a$ on ion 1 and $b$ on ion 2. The doublet has no preferred direction in orbital space, so $h_0$ can depend linearly on $M$ through its trace alone, and $\mathbf h$ through the vector formed by its antisymmetric part. Two conditions therefore make $h$ vanish: zero trace and a symmetric $M$. An ideal edge-sharing bond meets the first within each ligand path and the second by interference between the two paths.

## The orbital hopping is finite

The metal–oxygen length is the unit of length. The metals are at $M_1=(0,0,0)$ and $M_2=(1,1,0)$, and the shared oxygens at $A=(1,0,0)$ and $B=(0,1,0)$. The t2g orbitals are named $X=yz$, $Y=zx$, $Z=xy$. All amplitudes are for electrons; in the hole picture they change sign, which does not affect a zero.

Write a d orbital as $\mathbf r\cdot Q\mathbf r$ times a radial function, with $Q$ real, symmetric, traceless and ${\rm Tr}\,Q^2=1$. For $xy$ the non-zero elements are $Q_{xy}=Q_{yx}=1/\sqrt2$. A p orbital points along a unit vector $\mathbf e$, and $\mathbf n$ is the direction from metal to ligand. The coupling is linear in $\mathbf e$ and $Q$ and unchanged by joint rotations and reflections, so

$$v=c\,(\mathbf e\cdot\mathbf n)(\mathbf n\cdot Q\mathbf n)+\beta\,\mathbf e\cdot Q\mathbf n .$$

Two cases with $\mathbf n=\hat z$ fix the constants. For $p_x$ and $zx$, $v=\beta/\sqrt2=V_\pi$. For $p_z$ and $3z^2-r^2$, where $Q={\rm diag}(-1,-1,2)/\sqrt6$, $v=(c+\beta)\,2/\sqrt6=V_\sigma$. Hence

$$\beta=\sqrt2\,V_\pi,\qquad c=\sqrt{3/2}\,V_\sigma-\sqrt2\,V_\pi .$$

When $\mathbf n$ lies along a cubic axis, $\mathbf n\cdot Q\mathbf n=0$ for every t2g orbital, and the $\beta$ term alone acts. The couplings to the shared oxygens are:

- $M_1$ to $A$, $\mathbf n=\hat x$: $Y$ to $p_z$ and $Z$ to $p_y$, each $+V_\pi$.
- $M_2$ to $A$, $\mathbf n=-\hat y$: $X$ to $p_z$ and $Z$ to $p_x$, each $-V_\pi$.
- $M_1$ to $B$, $\mathbf n=\hat y$: $X$ to $p_z$ and $Z$ to $p_x$, each $+V_\pi$.
- $M_2$ to $B$, $\mathbf n=-\hat x$: $Y$ to $p_z$ and $Z$ to $p_y$, each $-V_\pi$.

The two metals meet in the same p orbital only in $p_z$. On either oxygen, the two $xy$ orbitals reach p orbitals that are perpendicular to each other. This leaves the paths $Y_1$–$p_z(A)$–$X_2$ and $X_1$–$p_z(B)$–$Y_2$.

Let $D=E_d-E_p>0$ be the charge-transfer energy. Second-order perturbation theory multiplies the two couplings and divides by the energy of the d level minus that of the intermediate p level:

$$T_{YX}=T_{XY}=t=\frac{(V_\pi)(-V_\pi)}{D}=-\frac{V_\pi^2}{D}.$$

All other elements of $T$ are zero. The same process also shifts each t2g level, but in a full octahedron every t2g orbital has four $\pi$-bonded ligands, so the shift $4V_\pi^2/D$ is common to all three.

I take the round values $D=3.0$ eV, $V_\pi=0.9$ eV, $V_\sigma=-2.0$ eV. Then $t=-0.81/3.0=-0.27$ eV. The two orbital amplitudes have the same size and the same sign, so nothing cancels at this level.

## The spin-orbit doublet

With $l_z=-i(x\partial_y-y\partial_x)$ one finds $l_z\,yz=-i\,zx$ and $l_z\,zx=+i\,yz$, while $l_z\,xy$ leaves the t2g set. The e_g orbitals lie far above and are dropped here. A p-like angular momentum, $(L_k)_{ab}=-i\epsilon_{kab}$, gives $L_z|X\rangle=+i|Y\rangle$ and $L_z|Y\rangle=-i|X\rangle$. Thus $\mathbf l=-\mathbf L$ within t2g, the other components following by cyclic permutation, and the spin-orbit energy is

$$\lambda\,\mathbf l\cdot\mathbf s=-\tfrac{\lambda}{2}\,\mathbf L\cdot\boldsymbol\sigma .$$

Consider the two states obtained when

$$W=\frac1{\sqrt3}\sum_a|a\rangle\,\sigma_a$$

acts on spin up and spin down. They are orthonormal because $W^\dagger W=\frac13\sum_a\sigma_a^2=1$. Component $a$ of $\sqrt3\,\mathbf L\cdot\boldsymbol\sigma\,W$ is

$$\sum_{kb}(-i\epsilon_{kab})\,\sigma_k\sigma_b
=\sum_{kbc}(-i\epsilon_{kab})(i\epsilon_{kbc})\,\sigma_c
=\sum_{kbc}\epsilon_{kab}\epsilon_{kbc}\,\sigma_c=-2\sigma_a .$$

The first step uses $\sigma_k\sigma_b=\delta_{kb}+i\sum_c\epsilon_{kbc}\sigma_c$, whose $\delta$ term vanishes against $\epsilon_{kab}$. The last uses $\epsilon_{kbc}=-\epsilon_{kcb}$ and $\sum_{kb}\epsilon_{kab}\epsilon_{kcb}=2\delta_{ac}$. So $\mathbf L\cdot\boldsymbol\sigma=-2$, and the doublet lies at $+\lambda$.

For the other four states, $(\mathbf L\cdot\boldsymbol\sigma)^2=\mathbf L^2-\mathbf L\cdot\boldsymbol\sigma=2-\mathbf L\cdot\boldsymbol\sigma$ permits the eigenvalues $-2$ and $1$. The trace over all six states is zero, so these four have eigenvalue $1$ and energy $-\lambda/2$. They form the $j_{\rm eff}=3/2$ quartet. With $\lambda=0.4$ eV the levels are at $0.40$ and $-0.20$ eV. In a $d^5$ ion four electrons fill the quartet and one occupies the doublet.

## Each ligand path, then their sum

Projecting any spin-independent $M$ on the doublets gives

$$h=W^\dagger MW=\frac13\sum_{ab}M_{ab}\,\sigma_a\sigma_b
=\frac13\Big[{\rm Tr}\,M+i\sum_{abc}\epsilon_{abc}M_{ab}\,\sigma_c\Big].$$

This is the form demanded by symmetry, now with its coefficients.

**Path A alone** has $M_{YX}=t$. Since $\sigma_y\sigma_x=-i\sigma_z$,

$$h_A=-\frac{i t}{3}\,\sigma_z ,$$

which is $+0.09\,i\sigma_z$ eV.

**Path B alone** has $M_{XY}=t$. Since $\sigma_x\sigma_y=+i\sigma_z$,

$$h_B=+\frac{i t}{3}\,\sigma_z ,$$

which is $-0.09\,i\sigma_z$ eV.

**Together**, $h_A+h_B=0$.

The phases can be read from one state written out:

$$|+\rangle=\frac{1}{\sqrt3}\big(|Z\!\uparrow\rangle+|X\!\downarrow\rangle+i|Y\!\downarrow\rangle\big).$$

Path A leaves the $X$ part of ion 2, with coefficient $1$, and arrives in the $Y$ part of ion 1, whose conjugated coefficient is $-i$. Path B leaves from $Y$, with coefficient $i$, and arrives in $X$, with coefficient $1$. The products are $-it/3$ and $+it/3$. The oxygens supply equal amplitudes; the opposite signs come from the phase of $i$ between the $yz$ and $zx$ parts that spin-orbit coupling has locked in.

Two reasons for the zero should be kept apart. The scalar part $h_0$ is absent from each path separately, because a path that changes the orbital contributes nothing to the trace. The spin-dependent part is present in each path and cancels in the sum, because inversion exchanges $A$ and $B$.

## Where the amplitude goes

The matrix $T$ has not become small. Since $T^2=t^2\,{\rm diag}(1,1,0)$,

$$W^\dagger T^2W=\frac13\,{\rm Tr}\,T^2=\frac{2t^2}{3}.$$

Within the t2g shell a $j_{\rm eff}=1/2$ electron is thus transferred with amplitude $\sqrt{2/3}\,|t|=0.22$ eV. Its projection on the neighbour's doublet is zero, so all of this enters the $j_{\rm eff}=3/2$ quartet. This is not the whole transfer. On each shared oxygen the p orbital that is $\pi$-bonded to $xy$ of one metal is $\sigma$-bonded to the e_g orbitals of the other. The two paths add for $3z^2-r^2$ and give the orbital amplitude $V_\sigma V_\pi/D=-0.6$ eV, so the doublet also reaches the neighbour's e_g level with amplitude $0.6/\sqrt3=0.35$ eV. That level lies far above, and this channel is absent from $T$.

A straight bond gives the opposite case. Put one oxygen midway between two metals on the $x$ axis, so that $\mathbf n=\hat x$ from one and $-\hat x$ from the other. Now $xy$ goes to $xy$ through $p_y$, and $zx$ to $zx$ through $p_z$, each with amplitude $t$. The trace is $2t$, and

$$h=\frac{2t}{3}=-0.18\ \text{eV}.$$

With the same $V_\pi$ and $D$, the doublet hops across a straight bond and not across a shared edge with two 90-degree paths. The oxygen of the straight bond returns the electron to the orbital type it came from, which gives a trace. The 90-degree paths change the orbital type, so they have no trace, and their spin-dependent parts cancel each other.

## Beyond second order

The ratio $V_\pi/D=0.3$ is not very small, so it matters whether the zero is an accident of second order. Take the two metals with their complete octahedra, an $M_2O_{10}$ cluster, with all d and p orbitals, full spin-orbit coupling on the metals and a cubic splitting between t2g and e_g. Keep the d–p hopping, and leave out O–O and direct d–d hopping.

Define an operation $C$ that leaves every ion in place but rotates its orbitals and spins by $\pi$ about $y$. The rotation multiplies the axes by $s_x=-1$, $s_y=+1$, $s_z=-1$. In addition, $C$ multiplies all states of an ion by a sign $\eta$, with $\eta=+1$ on $M_1$ and $-1$ on $M_2$.

Rotating $\mathbf e$ and $Q$ at fixed $\mathbf n$ is equivalent to replacing $\mathbf n$ by its rotated image. For a ligand on axis $\alpha$ that image is $s_\alpha\mathbf n$. The coupling is odd in $\mathbf n$, so it acquires the factor $s_\alpha$. It is restored if the ligand carries the sign $\eta_M s_\alpha$, where $M$ is the metal it is bonded to. An unshared oxygen has one metal neighbour, so this sign can be assigned freely. The shared ones must satisfy two demands:

- $A$ is on the $x$ axis of $M_1$, which asks for $s_x=-1$, and on the $y$ axis of $M_2$, which asks for $-s_y=-1$.
- $B$ is on the $y$ axis of $M_1$, which asks for $s_y=+1$, and on the $x$ axis of $M_2$, which asks for $-s_x=+1$.

The demands agree, and $C$ commutes with the Hamiltonian. For a straight bond they would be $s_\alpha$ and $-s_\alpha$, which contradict each other.

Inversion exchanges ions that carry opposite signs: $M_1$ with $M_2$, $A$ with $B$, and each unshared oxygen with its partner on the other metal. It therefore anticommutes with $C$, and $C$ turns each even eigenstate into an odd one of the same energy. The two doublets derived from $j_{\rm eff}=1/2$ lie at $\varepsilon\pm h_0$, one even and one odd. Hence $h_0=0$ to all orders in $V_\sigma$, $V_\pi$ and $\lambda$ within this model.

Numerical diagonalization of the cluster's 80 spin-orbital states, with the bare e_g level 1.5 eV above t2g, agrees. The half splitting is zero to eight decimals in eV, and the four levels lie 0.56 eV above the next ones.

The finite t2g hopping, by contrast, is changed noticeably. Without spin-orbit coupling, consider $(Y_1\mp X_2)/\sqrt2$. Six unshared ligands contribute $6\times V_\pi^2/2=3V_\pi^2$ to the squared coupling. The shared $p_z(A)$ contributes $2V_\pi^2$ for the upper sign and nothing for the lower. With $N=5$ or $3$, the energy obeys $E(E+D)=NV_\pi^2$, so

$$E_N=-\frac D2+\sqrt{\frac{D^2}{4}+NV_\pi^2}.$$

The size of the hopping is $(E_5-E_3)/2=(2.510-2.163)/2=0.17$ eV, which is 0.64 of the second-order value. The second-order numbers are thus estimates of scale.

## What restores the hopping

**Bond angle.** Let the M–O–M angle be $\theta$, with the metal–oxygen length and the orbital axes held fixed, and set $\varphi=(\theta-90^\circ)/2$. For ligand $A$,

$$\mathbf n_1=(\cos\varphi,\sin\varphi,0),\qquad \mathbf n_2=(-\sin\varphi,-\cos\varphi,0),$$

and $\mathbf n_1\cdot\mathbf n_2=-s$ with $s=\sin2\varphi=-\cos\theta$. Summing the product of couplings over the three p orbitals gives, for each $Q$,

$$c^2(\mathbf n_1 Q\mathbf n_1)(\mathbf n_2Q\mathbf n_2)(\mathbf n_1\cdot\mathbf n_2)
+\sqrt2\,cV_\pi(\mathbf n_1Q\mathbf n_2)\big[\mathbf n_1Q\mathbf n_1+\mathbf n_2Q\mathbf n_2\big]
+2V_\pi^2\,\mathbf n_1Q^2\mathbf n_2 .$$

In the first two terms only $xy$ contributes, with $\mathbf n_1Q\mathbf n_1=\mathbf n_2Q\mathbf n_2=s/\sqrt2$ and $\mathbf n_1Q\mathbf n_2=-1/\sqrt2$. In the last, $\sum Q^2=1$ over t2g. The trace per ligand, before division by $D$, is

$$-\tfrac12c^2s^3-\sqrt2\,cV_\pi s-2V_\pi^2s .$$

Since $\sqrt2\,cV_\pi=\sqrt3\,V_\sigma V_\pi-2V_\pi^2$, the pure $\pi$ terms linear in $s$ cancel. Both ligands contribute equally, and the projection supplies a factor $1/3$:

$$h_0(\theta)=-\frac{2s}{3D}\Big[\sqrt3\,V_\sigma V_\pi+\tfrac12c^2s^2\Big].$$

The leading term is linear in the deviation and contains the strong $\sigma$ coupling, which a tilted bond opens to $xy$. At $98^\circ$, $s=0.139$ and the bracket is $-3.118+0.134=-2.984$ eV², so $h_0=0.09$ eV. At $92^\circ$ it is 0.02 eV.

This trace is only part of the effect. The moved ligands also split the t2g levels, and the orbital hopping, which is not small beside $3\lambda/2$, mixes the quartet into the doublet. Diagonalizing the cluster with the two shared oxygens placed for $98^\circ$, and the other ligands kept on the cubic axes of their metal, gives a half splitting of 0.03 eV, about a third of the trace value. The level splitting and the quartet mixing explain only part of this reduction: in a second-order t2g model they lower the hopping from 0.09 to 0.06 eV. The rest comes from what the cluster adds to that model, namely higher orders in the d–p hopping and the e_g orbitals.

**Unequal ligands.** If $D$ is 3.3 eV for $B$ and 3.0 eV for $A$, inversion is lost, and $h=i\sigma_z(t_B-t_A)/3$ with $t_B=-0.245$ eV. The two paths alone thus give a coefficient of $i\sigma_z$ of 0.008 eV. The unequal ligands also split $yz$ and $zx$ on each ion, which in second order raises the coefficient to 0.016 eV. The cluster, which contains this splitting and the higher orders as well, gives 0.0065 eV.

**Oxygen–oxygen hopping.** This breaks $C$. Adding it between neighbouring oxygens of the cluster, with $\sigma$ and $\pi$ integrals of 0.5 and $-0.1$ eV, and diagonalizing again gives a half splitting of 0.009 eV. The surrounding oxygens of a crystal are absent from this estimate.

**Direct d–d hopping.** Along the bond, normalized $xy$ is $\sqrt3/2$ of the $\sigma$ orbital and $-1/2$ of a $\delta$ orbital. The combinations $(zx\pm yz)/\sqrt2$ are of $\pi$ and $\delta$ type. The trace gives

$$h_0=\tfrac13\big(\tfrac34V_{dd\sigma}+V_{dd\pi}+\tfrac54V_{dd\delta}\big).$$

For $-0.30$, $0.15$ and $-0.03$ eV this is $-0.1125/3=-0.04$ eV.

**Trigonal field.** Let $(X+Y+Z)/\sqrt3$ be raised by $K$, so that the field matrix $F$ has all elements equal to $K/3$. It mixes quartet states into the doublet, with energy denominator $\lambda-(-\lambda/2)=3\lambda/2$. Because $T$ has no element within the doublets, the projector on the quartet can be dropped:

$$h_0=\frac{2}{3\lambda}W^\dagger(TF+FT)W=\frac{2}{3\lambda}\cdot\frac23\,{\rm Tr}(TF)=\frac{8tK}{27\lambda},$$

using ${\rm Tr}(TF)=2tK/3$. For $K=0.05$ eV this is $-0.01$ eV, and diagonalizing the doublet with the field included gives the same to this precision. The axis of this field is $(1,1,1)$. In a honeycomb layer the trigonal axis is normal to the layer and therefore to the bond, for example along $(1,-1,1)$. The raised orbital is then $(X-Y+Z)/\sqrt3$, ${\rm Tr}(TF)$ changes sign, and $h_0$ has the same size with the opposite sign.

**Second neighbours.** In a lattice the quartet can serve as an intermediate state. A bond of the present type followed by one that exchanges $Y$ and $Z$ has the orbital product $t^2|X\rangle\langle Z|$. With $\sigma_x\sigma_z=-i\sigma_y$ and the same denominator, the hopping is $-i\sigma_y\,2t^2/(9\lambda)$. Its size is 0.04 eV with the second-order $t$ and 0.02 eV with the cluster value. The expansion ratio $|t|/(3\lambda/2)=0.45$ makes this a rough figure. A vanishing nearest-neighbour amplitude therefore does not imply a flat $j_{\rm eff}=1/2$ band.

## Weighing the terms for honeycomb iridates

| Nearest-neighbour term | Size (eV) |
|---|---|
| one ligand path alone | 0.09 |
| both paths, 90 degrees | 0 |
| angle of 98 degrees, second-order trace | 0.09 |
| angle of 98 degrees, cluster | 0.03 |
| direct d–d hopping | 0.04 |
| trigonal field | 0.01 |
| O–O hopping | 0.01 |
| unequal ligands | 0.01 |

The parameters are round numbers in the rough regime of honeycomb iridates such as Na2IrO3, where the Ir–O–Ir angle exceeds 90 degrees by several degrees. The direct d–d integrals and the trigonal field are the least certain inputs. Among the assumptions, the ideal angle and the absence of direct hopping are the two whose failure matters most here. The simple projections put the angle first, with 0.09 against 0.04 eV, but in the cluster each gives about 0.03 eV. For the signs chosen they oppose each other, and the cluster with both has a half splitting of only 0.015 eV. This is more than the difference of the two separate values, so the terms do not simply add. The table therefore gives scales and not a firm ranking. In a real crystal the bond lengths and local axes change together with the angle, whereas here they were held fixed. The Coulomb interaction, which is larger than all these amplitudes in the iridates, is also left out. The numbers are one-electron inputs to a theory of such a material and not its measured bandwidth or exchange constants.

All numerical values are calculated from the stated model.
